# The g-sum rule for levels of a configuration, with p² worked out

An open-shell atom without nuclear spin, placed in a weak magnetic field, shows each level of angular momentum $J$ split into $2J+1$ equally spaced sublevels. The spacing is set by the level's $g$ factor, which depends on how the electrons' angular momenta are coupled. In a $p^2$ configuration the two levels with $J=2$ have $g=3/2$ and $1$ if the Coulomb repulsion dominates (LS coupling), but $g=7/6$ and $4/3$ if the spin-orbit interaction dominates (jj coupling). Both pairs add up to $5/2$. Is this a coincidence of the two limits, or does it hold for every coupling between them?

## Setting and theorem

Angular momenta are in units of $\hbar$. The field $B$ points along $z$, and the Zeeman energy is

$$H'=\mu_B B\,V_z,\qquad \mathbf V=\mathbf L+g_s\mathbf S .$$

The sign is positive because the electron's charge is negative, so its magnetic moment is opposite to its angular momentum. The term quadratic in $B$ is neglected, and so is hyperfine structure: for a nucleus with spin, the results apply only when the Zeeman energy is large compared with the hyperfine splitting. The spin factor $g_s$ is kept general where this costs little; otherwise $g_s=2$.

A configuration is the space of antisymmetric states with given occupations of the shells $nl$, with one radial function per shell. Since $\mathbf L$ and $\mathbf S$ act on angles and spins alone, they do not lead out of this space.

A multiplet $a$ is a set of orthonormal states $|aJM\rangle$, $M=-J,\dots,J$, with the standard phases

$$J_+|aJM\rangle=c_M|aJ,M{+}1\rangle,\qquad c_M=\sqrt{(J-M)(J+M+1)} .$$

**Theorem.** Let the field-free Hamiltonian $H_0$ be rotationally invariant, with eigenstates lying within one configuration. For each $J>0$, the sum $\sigma_J$ of the $g$ factors of all levels with that $J$ is the same for every such $H_0$. For $p^2$,

$$\sigma_1=\frac{1+g_s}{2},\qquad \sigma_2=\frac{3+g_s}{2},$$

which are $3/2$ and $5/2$ for $g_s=2$.

Levels with $J=0$ have no first-order splitting and no $g$ factor.

## Lemma 1: one matrix describes all sublevels

**Lemma 1.** For multiplets $a,b$ of equal $J>0$,

$$\langle aJM|V_z|bJM\rangle=M\,G_{ab},$$

where $G$ is Hermitian and independent of $M$.

*Proof.* Both $\mathbf L$ and $\mathbf S$ are vectors under rotations generated by $\mathbf J=\mathbf L+\mathbf S$. Hence $[J_x,V_y]=iV_z$, $[J_y,V_x]=-iV_z$, and so on cyclically. With $V_+=V_x+iV_y$,

$$[J_+,V_+]=i[J_x,V_y]+i[J_y,V_x]=-V_z+V_z=0,$$
$$[J_-,V_+]=i[J_x,V_y]-i[J_y,V_x]=-V_z-V_z=-2V_z .$$

Let $u_M=\langle aJ,M{+}1|V_+|bJM\rangle$. The first commutator, taken between $\langle aJ,M{+}2|$ and $|bJM\rangle$, gives $c_{M+1}u_M=c_Mu_{M+1}$. Thus $u_M/c_M$ has the same value for all $M<J$; call it $G_{ab}$. The second commutator, taken between states of equal $M$, gives

$$-2\langle aJM|V_z|bJM\rangle=c_Mu_M-c_{M-1}u_{M-1}=G_{ab}\,(c_M^2-c_{M-1}^2).$$

The bracket is

$$(J-M)(J+M+1)-(J-M+1)(J+M)=-2M,$$

which proves the formula. The end values $M=\pm J$ are included because $c_J=c_{-J-1}=0$. Since $V_z$ is Hermitian and $M$ is real, $G$ is Hermitian. ∎

For an isolated level $a$, $V_z$ is diagonal in $M$ because it commutes with $J_z$. First-order perturbation theory then gives

$$\Delta E=g\,\mu_BB\,M,\qquad g=G_{aa}.$$

The field is weak when the Zeeman energies are small compared with the distances to other levels.

## Proof of the sum rule

Choose any basis of multiplets. Because $H_0$ commutes with $\mathbf J$, it connects only states of equal $J$ and $M$. Let $h_{ab}^{(M)}=\langle aJM|H_0|bJM\rangle$. Taking $H_0J_+=J_+H_0$ between $\langle aJ,M{+}1|$ and $|bJM\rangle$ gives

$$c_M h_{ab}^{(M+1)}=c_M h_{ab}^{(M)},$$

so $h$ does not depend on $M$. One unitary matrix $U$ therefore diagonalizes it for all $M$, and the levels are

$$|kJM\rangle=\sum_a|aJM\rangle U_{ak}.$$

In this basis the magnetic matrix is $G'=U^\dagger GU$. The $g$ factors are its diagonal elements, so

$$\sigma_J=\sum_kG'_{kk}=\operatorname{Tr}(U^\dagger GU)=\operatorname{Tr}(GUU^\dagger)=\operatorname{Tr}G .$$

The right side was defined without reference to $H_0$. ∎

The matrix $G'$ is in general not diagonal. Its off-diagonal elements connect different levels of the same $J$ and contribute to the energy only in second order in $B$, provided the levels are separated.

**Remark on degeneracy.** If levels of equal $J$ coincide, their first-order slopes are $M$ times the eigenvalues of $G$ in the degenerate space, and the sum is again the trace. If levels of different $J$ coincide, $V_z$ can mix them and the shifts need not be proportional to $M$. This situation occurs when the spin-orbit interaction or the Coulomb repulsion is switched off completely. The LS and jj values below are therefore the limits in which a small remaining interaction separates the levels and the field is weaker still.

## Lemma 2: the g factor of two coupled angular momenta

**Lemma 2.** If $\mathbf J=\mathbf A+\mathbf B$, with quantum numbers $a$ and $b$, and the magnetic operator is $g_a\mathbf A+g_b\mathbf B$, then $g=\alpha g_a+\beta g_b$ with

$$\alpha=\frac{J(J+1)+a(a+1)-b(b+1)}{2J(J+1)},\qquad \beta=1-\alpha .$$

*Proof.* The proof of Lemma 1 used only the vector commutators, so it applies to $\mathbf A$. Within the multiplet, the components of $\mathbf A$ have the matrix elements of $\alpha\mathbf J$, with $\alpha$ real. Since $\mathbf J$ does not lead out of the multiplet, $\langle\mathbf A\cdot\mathbf J\rangle=\alpha J(J+1)$. On the other hand, $\mathbf B=\mathbf J-\mathbf A$ gives $\mathbf B^2=\mathbf J^2+\mathbf A^2-2\mathbf A\cdot\mathbf J$, where the order of the factors is immaterial because $A_i$ commutes with $J_i$. Solving for $\mathbf A\cdot\mathbf J$ gives $\alpha$. Since $\mathbf A+\mathbf B=\mathbf J$, the two coefficients add to one. ∎

## The LS values for p²

Two orbital momenta $l=1$ combine to $L=2,1,0$. The top state of $L=2$ has both electrons in $m=1$ and is symmetric under exchange. The top state of $L=1$ is orthogonal to the symmetric combination of $m=1$ and $m=0$, so it is antisymmetric. Of the three states with $M_L=0$, two are symmetric and one is antisymmetric; hence $L=0$ is symmetric. The spin state is antisymmetric for $S=0$ and symmetric for $S=1$. Total antisymmetry leaves ${}^1S$, ${}^3P$ and ${}^1D$, with $1+9+5=15$ states.

For ${}^3P$ we have $L=S=1$, so $\alpha=\beta=1/2$ for both $J=1$ and $J=2$. For ${}^1D$ the spin is zero. Thus

$$g({}^3P_1)=g({}^3P_2)=\frac{1+g_s}{2},\qquad g({}^1D_2)=1 .$$

The sums are $\sigma_1=(1+g_s)/2$ and $\sigma_2=(1+g_s)/2+1=(3+g_s)/2$.

## The jj values for p²

For one $p$ electron, Lemma 2 with $\mathbf A=\mathbf l$ and $\mathbf B=\mathbf s$ gives

$$j=\tfrac32:\quad \alpha=\frac{15/4+2-3/4}{15/2}=\frac23,\qquad g_{3/2}=\frac{2+g_s}{3},$$
$$j=\tfrac12:\quad \alpha=\frac{3/4+2-3/4}{3/2}=\frac43,\qquad g_{1/2}=\frac{4-g_s}{3}.$$

For $g_s=2$ these are $4/3$ and $2/3$.

Two electrons in $p_{3/2}$ occupy two different values of $m_j$. The six pairs have $M=2,1,0,0,-1,-2$, hence $J=2$ and $J=0$. One electron in each subshell gives $J=2$ and $J=1$. Two electrons in $p_{1/2}$ fill that subshell and give $J=0$. The count is again $6+8+1=15$.

In the level $(\frac32,\frac32)_2$ both electrons have the same $g_j$, so $g=(\alpha+\beta)g_{3/2}=g_{3/2}$.

For $(\frac32,\frac12)$, antisymmetrization adds the product state with the electrons exchanged. The operator $\mathbf V$ is a sum of one-electron operators, so its cross terms contain the overlap of the unaffected electron's $p_{3/2}$ and $p_{1/2}$ states, which vanishes. Lemma 2 can therefore be used with $a=\frac32$ and $b=\frac12$. For $J=2$,

$$\alpha=\frac{6+15/4-3/4}{12}=\frac34,\qquad g=\frac34\,\frac{2+g_s}{3}+\frac14\,\frac{4-g_s}{3}=\frac{5+g_s}{6}.$$

For $J=1$,

$$\alpha=\frac{2+15/4-3/4}{4}=\frac54,\qquad g=\frac54\,\frac{2+g_s}{3}-\frac14\,\frac{4-g_s}{3}=\frac{1+g_s}{2}.$$

The $J=1$ value agrees with LS coupling, as it must when there is a single $J=1$ level. For $J=2$,

$$\sigma_2=\frac{2+g_s}{3}+\frac{5+g_s}{6}=\frac{9+3g_s}{6}=\frac{3+g_s}{2}.$$

With $g_s=2$ this reads $4/3+7/6=5/2=3/2+1$.

## The same sums by counting determinants

The trace can also be found without any coupling scheme. Let $T_M$ be the trace of $V_z$ over all states with a given $M>0$. Each multiplet with $J\ge M$ contributes $MG_{aa}$, so

$$T_M=M\sum_{J\ge M}\sigma_J .$$

In a basis of determinants, $T_M$ is the sum of $M_L+g_sM_S$. Write an occupied orbital as $m$ with a spin arrow.

- For $M=2$ the determinants are $(1{\uparrow},1{\downarrow})$, contributing $2$, and $(1{\uparrow},0{\uparrow})$, contributing $1+g_s$. Hence $T_2=3+g_s$.
- For $M=1$ they are $(1{\uparrow},0{\downarrow})$ and $(1{\downarrow},0{\uparrow})$, contributing $1$ each, and $(1{\uparrow},-1{\uparrow})$, contributing $g_s$. Hence $T_1=2+g_s$.

Therefore $\sigma_2=T_2/2=(3+g_s)/2$ and $\sigma_1=T_1-\sigma_2=(1+g_s)/2$. For $g_s=2$ the traces are $T_2=5$ and $T_1=4$.

## Between the two limits

From here on $g_s=2$, unless stated otherwise. Take $H_0$ to be the Coulomb repulsion plus $\zeta W$, with $W=\sum_i\mathbf l_i\cdot\mathbf s_i$.

**Coulomb energies.** In the multipole expansion of the repulsion, only the orders 0 and 2 act within a $p$ shell. Order 0 shifts all levels equally and is dropped. Order 2 gives $F^2P_2(\mathbf n_1\cdot\mathbf n_2)$, where $F^2$ is the radial integral, $P_2(t)=(3t^2-1)/2$, and $\mathbf n_i$ are the electrons' directions.

In the real orbitals $p_i=\sqrt{3/4\pi}\,n_i$, the angular average of $n_in_jn_an_b$ is $(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja})/15$. Therefore

$$\langle i|n_an_b|j\rangle=\tfrac15(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja}).$$

With $(l_a)_{ij}=-i\epsilon_{aij}$, one has $(l_al_b)_{ij}=\delta_{ab}\delta_{ij}-\delta_{aj}\delta_{ib}$. Defining $A_{ab}=l_al_b+l_bl_a$, comparison gives, within the shell,

$$n_an_b-\tfrac13\delta_{ab}=-\tfrac15\left(A_{ab}-\tfrac43\delta_{ab}\right).$$

Let $x=\mathbf l_1\cdot\mathbf l_2$. The commutator $l_bl_a=l_al_b-i\epsilon_{abc}l_c$ and the identity $\epsilon_{abc}l_al_b=il_c$ give $\sum_{ab}A^{(1)}_{ab}A^{(2)}_{ab}=4x^2+2x$. Since $\sum_aA_{aa}=4$, removing the traces subtracts $16/3$, and

$$P_2=\frac32\cdot\frac1{25}\left(4x^2+2x-\frac{16}{3}\right)=\frac{6x^2+3x-8}{25}.$$

From $x=[L(L+1)-4]/2$ we have $x=1,-1,-2$ for $L=2,1,0$. With $F_2=F^2/25$ the energies are $F_2$ for ${}^1D$, $-5F_2$ for ${}^3P$, and $10F_2$ for ${}^1S$.

**Spin-orbit matrix for $J=2$.** For one electron, $\mathbf l\cdot\mathbf s=[j(j+1)-2-3/4]/2$ is $1/2$ for $p_{3/2}$ and $-1$ for $p_{1/2}$. The eigenvalues of $W$ are thus $1$ for $(\frac32,\frac32)_2$ and $-1/2$ for $(\frac32,\frac12)_2$. In the LS basis, $\langle{}^1D_2|W|{}^1D_2\rangle=0$, since a spin vector has no matrix element between two states with $S=0$. The trace then fixes the ${}^3P_2$ element at $1/2$. The determinant, $-1/2$, fixes the off-diagonal element at magnitude $1/\sqrt2$; its sign is chosen positive by a phase. In the order ${}^3P_2,{}^1D_2$,

$$H_0=\begin{pmatrix}-5F_2+\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&F_2\end{pmatrix}.$$

**The jj states.** For $F_2=0$ and eigenvalue $\zeta$, the first row gives $-\frac12p+\frac1{\sqrt2}q=0$ for the amplitudes $p,q$. After normalization, $(p,q)=(\sqrt{2/3},\sqrt{1/3})$; the other state is $(\sqrt{1/3},-\sqrt{2/3})$. In the LS basis $G=\operatorname{diag}(3/2,1)$, because $\mathbf L$ and $\mathbf S$ change neither $L$ nor $S$. In the jj basis the diagonal elements are

$$\frac23\cdot\frac32+\frac13=\frac43,\qquad \frac13\cdot\frac32+\frac23=\frac76,$$

and the off-diagonal element is $\frac{\sqrt2}{3}(\frac32-1)=\frac{\sqrt2}{6}\approx0.2357$. The matrix has changed, but its trace has not.

**General coupling.** Let $\Delta=6F_2-\zeta/2$ be the difference of the diagonal elements and $R=\sqrt{\Delta^2+2\zeta^2}$. Then

$$H_0=\left(-2F_2+\frac\zeta4\right)\mathbf 1+\frac12K,\qquad K=\begin{pmatrix}-\Delta&\sqrt2\zeta\\ \sqrt2\zeta&\Delta\end{pmatrix},\qquad K^2=R^2\mathbf 1 .$$

The energies are $-2F_2+\zeta/4\pm R/2$. The projector on the lower state is $(\mathbf 1-K/R)/2$, so the ${}^3P$ weight of that state is $w=(1+\Delta/R)/2$. Its $g$ factor is $\frac32w+(1-w)=1+w/2$. The upper state has weight $1-w$, hence

$$g_{\rm lower}=\frac54+\frac{\Delta}{4R},\qquad g_{\rm upper}=\frac54-\frac{\Delta}{4R}.$$

What one level gains, the other loses. For $F_2>0$ and $\zeta\to0^+$, $\Delta/R\to1$ and the LS values return. For $\zeta\gg F_2>0$, $\Delta/R\to-1/3$ and the lower and upper values become $7/6$ and $4/3$. The two $g$ factors are equal at $\Delta=0$, that is, at $\zeta=12F_2$.

## A numerical example

Take the model parameters $F_2=1000$ and $\zeta=3000\ \mathrm{cm^{-1}}$, and $B=1$ T. Then $\Delta=6000-1500=4500\ \mathrm{cm^{-1}}$ and

$$R=\sqrt{4500^2+2\cdot3000^2}\approx6184.7\ \mathrm{cm^{-1}},\qquad \frac{\Delta}{4R}\approx0.1819 .$$

The $J=2$ energies are $-1250\pm3092.3$, or $-4342.3$ and $1842.3\ \mathrm{cm^{-1}}$. Their $g$ factors are $1.4319$ and $1.0681$, with sum $2.5000$. The single $J=1$ level, for which $W=-1/2$, lies at $-5F_2-\zeta/2=-6500\ \mathrm{cm^{-1}}$ and has $g=3/2$.

With $\mu_BB=0.46686\ \mathrm{cm^{-1}}$, adjacent sublevels are separated by $0.6685$ and $0.4987\ \mathrm{cm^{-1}}$ in the lower and upper $J=2$ levels, and by $0.7003\ \mathrm{cm^{-1}}$ for $J=1$. Among the $M=1$ sublevels with $J=1$ and $2$, the largest departure from the linear shift is $2.3\times10^{-5}\ \mathrm{cm^{-1}}$, and over all sublevels it is $5.6\times10^{-5}\ \mathrm{cm^{-1}}$, reached by the lower $J=0$ level, so the field is weak in the required sense.

The same pair of levels for other ratios shows the passage between the limits:

| $\zeta/F_2$ | lower $g$ | upper $g$ | sum |
|---:|---:|---:|---:|
| 0.1 | 1.4999 | 1.0001 | 2.5000 |
| 1 | 1.4921 | 1.0079 | 2.5000 |
| 10 | 1.2676 | 1.2324 | 2.5000 |
| 100 | 1.1757 | 1.3243 | 2.5000 |

With the measured spin factor $g_s=2.002319$, the sums become $\sigma_1=1.50116$ and $\sigma_2=2.50116$. They remain independent of coupling. These digits belong to the operator $\mathbf L+g_s\mathbf S$ within one configuration; in a real atom the neglected relativistic corrections to the Zeeman operator can change the last of them.

The numerical check obtains the $g$ factors of the example from energy slopes at finite field, with the Coulomb matrix computed by angular quadrature. It also compares the LS and jj sums for the $pd$ configuration. For $J=1,2,3,4$ both schemes give $3$, $13/3$, $41/12$ and $5/4$.

## Where the rule stops

The proof needs the complete set of levels of given $J$ in the space on which $H_0$ acts. If two configurations mix, the trace is conserved for their combined space, but the levels assigned to one of them need not keep their own sum.

Consider $p^2$ mixed with $sd$, which has two further $J=2$ levels: ${}^1D_2$ with $g=1$ and ${}^3D_2$ with $g=7/6$. The operator $\mathbf V$ does not connect the configurations, because it leaves each electron's $l$ unchanged. The combined sum is therefore $5/2+1+7/6=14/3$.

In a model, let $sd$ lie at $5000\ \mathrm{cm^{-1}}$ on the energy scale used above. Couple it to $p^2$ by $D\,\mathbf n_1\cdot\mathbf n_2$ with $D=10000\ \mathrm{cm^{-1}}$, and give the $d$ electron a spin-orbit parameter of $500\ \mathrm{cm^{-1}}$. The four $g$ factors, in order of energy, are $1.3207$, $1.1746$, $1.1640$ and $1.0074$. Their sum is $4.6667$, as required, but the lowest two add up to $2.4952$ instead of $2.5$.

Configuration mixing does not by itself spoil the partial sum. The coupling $\mathbf n_1\cdot\mathbf n_2$ conserves $L$ and $S$, so without spin-orbit interaction it mixes the two ${}^1D_2$ states, both with $g=1$, and leaves ${}^3P_2$ alone. The lowest two $J=2$ levels of the model then again give $2.5000$, understood, as in the remark on degeneracy, as the limit of a small spin-orbit interaction that still separates ${}^3P_2$ from ${}^3P_1$ and ${}^3P_0$. In general, $G$ is diagonal in the LS basis of the four states, so the lowest two levels add up to $2+w_P/2+w_D/6$, where $w_P$ and $w_D$ are the total weights of ${}^3P_2$ and ${}^3D_2$ in these two levels. Without spin-orbit interaction $w_P=1$ and $w_D=0$. With it, ${}^3P_2$ couples to the mixed ${}^1D_2$ states and part of its weight passes into the upper levels; the sum $2.4952$, being below $5/2$, requires $w_P<1$. A departure of measured $g$ factors from the sum for one configuration can thus indicate mixing with another, once the smaller corrections to the Zeeman operator have been allowed for; agreement with the sum does not prove that mixing is absent.

## Calculated quantities

```
p^2 determinants: 15
LS, gs=2: g(3P1), g(3P2), g(1D2) = 3/2 3/2 1
one electron: g(p1/2), g(p3/2) = 2/3 4/3
jj, J=2: g(3/2,3/2), g(3/2,1/2) = 4/3 7/6
jj, J=1: g(3/2,1/2) = 3/2
sum J=2: LS, jj = 5/2 5/2
sum J=1: LS, jj = 3/2 3/2
3P weight in (3/2,3/2)_2: 0.666667
3P weight in (3/2,1/2)_2: 0.333333
|off-diagonal G| in jj basis, J=2: 0.235702
determinant sums T1, T2: 4.0, 5.0
model F2, zeta: 1000, 3000 cm^-1; B = 1.0 T
J=0 energies: -8949.87, 10949.87 cm^-1
J=1 energy: -6500.00 cm^-1
J=2 energies: -4342.33, 1842.33 cm^-1
finite-field g, J=1: 1.500000
finite-field g, J=2 lower, upper: 1.431902, 1.068098
their sum, J=2: 2.500000
mu_B*B: 0.466864 cm^-1
sublevel spacing, J=1: 0.700297 cm^-1
sublevel spacing, J=2 lower, upper: 0.668504, 0.498657 cm^-1
largest nonlinear shift, M=1: 2.27e-05 cm^-1
zeta/F2 =   0.1: g lower, upper, sum = 1.499929, 1.000071, 2.500000
zeta/F2 =   1.0: g lower, upper, sum = 1.492124, 1.007876, 2.500000
zeta/F2 =   3.0: g lower, upper, sum = 1.431902, 1.068098, 2.500000
zeta/F2 =  10.0: g lower, upper, sum = 1.267634, 1.232366, 2.500000
zeta/F2 = 100.0: g lower, upper, sum = 1.175730, 1.324270, 2.500000
measured |gs|: 2.00231930
sums with measured gs, J=1, J=2: 1.50115965, 2.50115965
pd sums for J=1,2,3,4: 3 13/3 41/12 5/4
sd model: energy 5000, dipole strength 10000, zeta_d 500 cm^-1
p^2+sd, J=2 g values: 1.320671 1.174556 1.164001 1.007438
sum of lowest two: 2.495228
sum of all four: 4.666667
sum of lowest two without spin-orbit: 2.500000
```
